\section*{Poole–Frenkel Emission from a Coulomb Trap in One Dimension}

\section{Trapped charge and the recovery of current}

When a wide-gap transistor is held off at high voltage, electrons can be captured by traps near the channel. After the device is switched on, their negative charge still reduces the number of channel electrons, whether it makes the traps negative or cancels a positive charge that the empty traps would carry. The current stays below its steady value until the traps have emptied. If recapture is neglected and the emission rate \(e\) is constant, the filled fraction \(n\) obeys \(dn/dt=-en\), so that \(n(t)=n(0)e^{-t/\tau}\) with \(\tau=1/e\). The recovery time is thus set by the emission rate under the conditions that hold during recovery.

One of these conditions is the local electric field. An electron leaving a trap must climb out of the trap's attraction, and a field that pulls it outwards lowers the climb. The size of the effect depends on the charge the electron leaves behind. Here the trap is neutral when occupied and carries charge \(+q\) when empty, where \(q>0\) is the elementary charge. The departing electron then feels a Coulomb attraction, whose long range gives the lowering its square-root form.

\section{Energy of the departing electron}

Let the electron leave along the half-line \(x>0\), with the trap at \(x=0\). Let \(F\geq0\) be the magnitude of the electric field, directed so that the force on the electron points towards increasing \(x\). Since the electron is negative, the field vector itself points towards decreasing \(x\). The force \(+qF\) corresponds to the potential energy \(-qFx\). The attraction between charges \(-q\) and \(+q\) gives \(-q^2/(4\pi\varepsilon x)\), where \(\varepsilon\) is the permittivity of the semiconductor. Outside the trap core,
\begin{equation}
U(x)=-\frac{A}{x}-qFx,\qquad A=\frac{q^2}{4\pi\varepsilon}.
\label{eq:U}
\end{equation}
Energies are measured from the band edge at the trap site, without the Coulomb term and with the field term set to zero at \(x=0\). The trap level lies at \(-E_i\), so \(E_i>0\) is the zero-field trap depth. Any shift of the level itself by the field is neglected.

The value of \(\varepsilon\) should describe the screening of the electron during its passage over the barrier. If the lattice has no time to follow, this is smaller than the static permittivity. The derivation takes \(\varepsilon\) as one given number.

\section{Position and height of the barrier}

For \(F>0\), differentiation of Eq.~\eqref{eq:U} gives
\begin{equation}
U'(x)=\frac{A}{x^2}-qF,\qquad U''(x)=-\frac{2A}{x^3}.
\end{equation}
The first term of \(U'\) is the inward pull of the trap and the second the outward pull of the field. They balance where \(A/x^2=qF\). The positive root is
\begin{equation}
x_m=\sqrt{\frac{A}{qF}} .
\label{eq:xm}
\end{equation}
Since \(U''<0\) for every \(x>0\), this point is the maximum. At this point the two energies are
\begin{equation}
\frac{A}{x_m}=A\sqrt{\frac{qF}{A}}=\sqrt{AqF},\qquad
qFx_m=qF\sqrt{\frac{A}{qF}}=\sqrt{AqF}.
\end{equation}
They are equal, and both enter \(U\) with a minus sign. Hence \(U(x_m)=-2\sqrt{AqF}\).

Without a field, \(U=-A/x\) rises towards zero as \(x\to\infty\), so the electron must reach energy zero. The barrier lowering is therefore
\begin{align}
\Delta&=0-U(x_m)=2\sqrt{AqF}\nonumber\\
&=2\sqrt{\frac{q^3F}{4\pi\varepsilon}}
=\sqrt{\frac{q^3F}{\pi\varepsilon}}
=\beta\sqrt F,\qquad \beta=\sqrt{\frac{q^3}{\pi\varepsilon}} .
\label{eq:delta}
\end{align}
The factor 2 from the two equal contributions becomes 4 under the root and cancels the 4 in \(4\pi\varepsilon\).

The square root has a simple origin. A stronger field moves the barrier top inwards as \(F^{-1/2}\), and the energy gained from the field over that distance is \(qFx_m\propto F^{1/2}\).

In SI units Eq.~\eqref{eq:delta} gives joules. Division by \(q\) gives the lowering in electronvolts as \(\sqrt{qF/(\pi\varepsilon)}\). Equivalently, with \(A\) in eV\,nm and \(qF\) in eV/nm, \(2\sqrt{AqF}\) is directly in eV.

\section{Emission over the barrier}

The lowering becomes a rate through a statistical assumption: states up to the barrier top are in thermal equilibrium with the occupied trap level. Let \(T\) be the temperature, \(k\) Boltzmann's constant, \(h\) Planck's constant and \(m\) the effective mass. One quantum state occupies an area \(h\) of the plane of position and momentum. A state of energy \(E\) is occupied with probability \(\exp[-(E+E_i)/kT]\) relative to the trap level. If excited bound states hold little charge, the trap level itself has occupation close to one. Spin is taken to give the same number of states in the trap and in motion; a different ratio would multiply all rates by a constant.

At the barrier top an electron of momentum \(p>0\) has energy \(-\Delta+p^2/2m\) and velocity \(p/m\). The number of electrons crossing outwards per unit time is
\begin{equation}
e(F)=\int_0^\infty\frac{dp}{h}\,\frac pm\,
\exp\!\left[-\frac{E_i-\Delta+p^2/2m}{kT}\right].
\end{equation}
Counting this flux as emission assumes that electrons which cross do not return and that none cross below the top. With the kinetic energy \(w=p^2/2m\) as variable, \(dw=(p/m)\,dp\), and
\begin{align}
e(F)&=\frac1h\,e^{-(E_i-\Delta)/kT}\int_0^\infty e^{-w/kT}\,dw\nonumber\\
&=\frac{kT}{h}\,e^{-(E_i-\Delta)/kT}.
\label{eq:rate}
\end{align}
The mass has cancelled: at a given kinetic energy a heavier electron is slower, but its momentum states are denser in energy by the same factor. The prefactor does not contain the field. The zero-field rate through the same exit follows by setting \(\Delta=0\), so
\begin{equation}
\frac{e(F)}{e(0)}=e^{\gamma},\qquad
\gamma=\frac{\Delta}{kT}=\frac{\beta\sqrt F}{kT}.
\label{eq:pf}
\end{equation}
This is the Poole--Frenkel enhancement for classical emission through one exit.

The words ``one exit'' matter. On a full line, the side against the force has \(U=-A/|x|+qF|x|\), which rises without limit and has no barrier top. At zero field both sides are open. The ratio of total rates on a full line would then be \(e^\gamma/2\) in this model, which falls below one for \(\gamma<\ln2\). That is a consequence of letting an infinitely distant turning point count as a closed exit, and Eq.~\eqref{eq:pf} should not be used to infer a weak-field law for a two-sided trap.

\section{The weak-field end}

From \(\Delta=2A/x_m\),
\begin{equation}
\gamma=\frac{2r_T}{x_m},\qquad r_T=\frac{A}{kT},
\end{equation}
where \(r_T\) is the distance at which the Coulomb energy equals \(kT\) in magnitude. The lowering exceeds \(kT\) when the barrier top lies closer than \(2r_T\).

At weaker fields the top moves far out. Differentiating \(\ln e=\ln e(0)+\beta\sqrt F/kT\) gives
\begin{equation}
\frac{d\ln e}{dF}=\frac{\beta}{2kT\sqrt F},
\end{equation}
which diverges as \(F\to0\). The divergence comes from a barrier top at unlimited distance. In a real semiconductor, screening by other charges cuts off the Coulomb tail, and scattering can return an electron before it reaches a distant top. The square-root law should therefore not be extrapolated to zero field to obtain an accurate \(e(0)\).

\section{Averaging over directions}

A trap in a crystal can emit in all directions. A simple estimate treats each straight ray as an independent one-dimensional exit. On a ray at angle \(\theta\) to the force, the field energy is \(-qFr\cos\theta\), where \(r\) is the distance from the trap. For \(\cos\theta>0\) this is the earlier problem with \(F\) replaced by \(F\cos\theta\), so the lowering is \(\Delta\sqrt{\cos\theta}\). The backward half has no lowered top; the estimate assigns it its zero-field rate.

Let \(u=\cos\theta\). The fraction of solid angle in \(du\) is \(du/2\), and the averaged enhancement is
\begin{equation}
G(\gamma)=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du .
\end{equation}
With \(u=s^2\), \(du=2s\,ds\), integration by parts gives
\begin{align}
G(\gamma)&=\frac12+\int_0^1 s\,e^{\gamma s}\,ds
=\frac12+\left[\frac{s\,e^{\gamma s}}{\gamma}-\frac{e^{\gamma s}}{\gamma^2}\right]_0^1\nonumber\\
&=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\label{eq:G}
\end{align}
For small \(\gamma\), expanding the integrand gives \(G\simeq1+\gamma/3\), because \(\int_0^1\sqrt u\,du=2/3\). For large \(\gamma\), \(G\simeq e^\gamma/\gamma\): the exponential survives, but emission is concentrated near the forward direction. An implementation should use the small-\(\gamma\) form near zero, where Eq.~\eqref{eq:G} subtracts nearly equal numbers.

Curved paths and exchange between rays are left out, so \(G\) is an estimate for an isotropic trap, not a solution of the three-dimensional escape problem.

\section{Where tunnelling takes over}

Electrons below the barrier top are more numerous than those at the top, but must tunnel. To compare the two effects, put \(y=x-x_m\) and expand \(U\) to second order:
\begin{equation}
U\simeq-\Delta-\frac{A}{x_m^3}y^2
=-\Delta-\frac12m\omega^2y^2,\qquad
\omega^2=\frac{2A}{mx_m^3}.
\end{equation}
At energy \(\delta\) below the top the turning points are \(y=\pm a\), with \(m\omega^2a^2/2=\delta\). In the WKB approximation the transmission is \(e^{-S}\), where
\begin{align}
S(\delta)&=\frac2\hbar\int_{-a}^{a}\sqrt{2m\left(\delta-\tfrac12m\omega^2y^2\right)}\,dy\nonumber\\
&=\frac{2m\omega}{\hbar}\int_{-a}^{a}\sqrt{a^2-y^2}\,dy
=\frac{\pi m\omega a^2}{\hbar}=\frac{2\pi\delta}{\hbar\omega}.
\end{align}
The last integral is the area \(\pi a^2/2\) of a half-disc. The thermal population is larger than at the top by \(e^{\delta/kT}\). The product \(e^{\delta/kT-S}\) falls with depth just below the top if
\begin{equation}
\hbar\omega<2\pi kT .
\label{eq:cond}
\end{equation}
To express this as a field, use \(x_m^{-3}=(qF/A)^{3/2}\), which gives \(\omega^2=2(qF)^{3/2}/(m\sqrt A)\). Equality in Eq.~\eqref{eq:cond} then defines
\begin{equation}
F_t=\frac1q\left[\frac{m\sqrt A}{2}\left(\frac{2\pi kT}{\hbar}\right)^2\right]^{2/3}.
\label{eq:Ft}
\end{equation}
Since \(F_t\propto m^{2/3}T^{4/3}\), light electrons and low temperatures restrict the classical law most.

The classical law can lose accuracy before \(F_t\), because Eq.~\eqref{eq:cond} concerns only energies just below the top and does not limit the total flux from below it. The flux below the top, divided by the classical flux above it, is estimated by
\begin{equation}
R=\int_0^{E_i-\Delta}\frac{d\delta}{kT}\,e^{\delta/kT-S(\delta)} .
\label{eq:R}
\end{equation}
Here \(S\) is evaluated with the full potential. With \(W=\Delta+\delta\), its turning points solve \(qFx^2-Wx+A=0\), so \(x_\pm=[W\pm\sqrt{W^2-\Delta^2}]/(2qF)\), since \(4AqF=\Delta^2\). The estimate sets the transmission to one at and above the top, and WKB is least reliable near the top. In reality, electrons just above the top are partly reflected, which works against the tunnelling gain and can outweigh it. \(R\) therefore serves as a warning measure; in the case worked below, \(1+R\) overstates the total flux relative to the classical one.

\section{A worked case}

Take model parameters for a wide-gap semiconductor: relative permittivity 9, effective mass 0.2 electron masses, \(E_i=0.6\) eV and \(T=300\) K. The permittivity is close to the static value of gallium nitride; if the lattice could not follow the electron, a smaller value would apply and the enhancement would be larger. With the high-frequency value, about 5.35, \(e^\gamma\) at 0.1 MV/cm would be 55 instead of 22. The time to cross 4 nm at thermal speed, about 30 fs, is comparable to the optical-phonon period, so neither limit is assured. Then \(A=0.160\) eV\,nm and \(kT=0.02585\) eV. A field of 0.1 MV/cm gives \(qF=0.01\) eV/nm, so
\begin{align}
x_m&=\sqrt{0.160/0.01}\ \mathrm{nm}=4.0\ \mathrm{nm},\nonumber\\
\Delta&=2\sqrt{0.160\times0.01}\ \mathrm{eV}=0.080\ \mathrm{eV},\nonumber\\
\gamma&=0.0800/0.02585=3.09,\qquad e^\gamma=22 .
\end{align}
The coefficient is \(\beta=0.253\) eV\,(MV/cm)\(^{-1/2}\), or \(2.53\times10^{-5}\) eV\,(V/m)\(^{-1/2}\).

The model prefactor is \(kT/h=6.25\times10^{12}\) s\(^{-1}\). The zero-field rate is this number times \(e^{-0.6/0.02585}\), or about 520 s\(^{-1}\), which corresponds to \(\tau=1.9\) ms. At 0.1 MV/cm the classical time is \(1.92/22.1\) ms \(=0.087\) ms. These absolute times belong to the one-dimensional prefactor; for a real trap the prefactor must come from its own capture properties. The parameters also lie at the edge of the semiclassical counting used above. The effective Bohr radius \(\hbar^2/(mA)\) is 2.4 nm, comparable to \(x_m\), and the phase-space area enclosed below the barrier top is only \(1.4h\) at 0.01 MV/cm, \(0.8h\) at 0.1 MV/cm and \(0.55h\) at 0.4 MV/cm. The Coulomb well thus holds about one state or fewer, so the thermal continuum below the top is an idealisation, and quantum corrections to the rate depend on the trap core.

\begin{center}
\begin{tabular}{ccccc}
\(F\) (MV/cm) & \(\Delta\) (eV) & \(e^\gamma\) & \(G\) & \(R\)\\
0.01 & 0.025 & 2.7 & 1.5 & 0.05\\
0.05 & 0.057 & 8.9 & 2.9 & 0.18\\
0.10 & 0.080 & 22 & 5.4 & 0.35\\
0.20 & 0.113 & 80 & 15 & 0.75\\
0.40 & 0.160 & 490 & 67 & 2.2
\end{tabular}
\end{center}

At 0.1 MV/cm the directional average reduces the enhancement from 22 to 5.4. The geometry of emission therefore matters more here than the estimated tunnelling contribution of 35\% relative to the classical flux. At 0.4 MV/cm the tunnelling estimate is about twice the classical flux, so the tabulated \(e^\gamma\) can no longer be trusted for the total emission.

Equation~\eqref{eq:Ft} gives \(F_t=0.58\) MV/cm. A numerical test at \(F_t/2\) found the thermal gain smaller than the WKB suppression at all sampled energies from just below the top down to the trap level. At \(2F_t\) the order was reversed just below the top. Still, \(F_t\) is not an accuracy limit: at 0.2 MV/cm, well below \(F_t\), \(R\) is already 0.75. Reflection above the top removes part of this. With the uniform WKB transmission \(1/(1+e^{S})\), continued to energies above the top, the total flux exceeds the classical one by factors 1.11, 1.36 and 2.6 at 0.1, 0.2 and 0.4 MV/cm.

The formal condition \(\Delta<E_i\) is much weaker. Setting \(2\sqrt{AqF}=E_i\) gives \(F=E_i^2/(4Aq)=5.6\) MV/cm, about ten times \(F_t\). This is a formal number: it lies above the breakdown field of gallium nitride, about 3 MV/cm. In this case tunnelling ends the classical regime long before the barrier vanishes. The remaining values are listed in the numerical output.

\section{Reading measured emission rates}

Within the one-dimensional classical regime, a plot of \(\ln e\) against \(\sqrt F\) at fixed temperature is a straight line of slope \(\beta/kT\), here 9.8 (MV/cm)\(^{-1/2}\). Directional averaging changes this slope: \(\ln G\) is not linear in \(\sqrt F\), so a permittivity extracted from a straight-line fit depends on the emission geometry assumed.

At fixed field, Eq.~\eqref{eq:rate} gives
\begin{equation}
\ln\frac eT=\ln\frac kh-\frac{E_i-\Delta}{kT}.
\end{equation}
If \(E_i\) and \(\varepsilon\) do not vary with temperature, the slope against \(1/kT\) is \(-(E_i-\Delta)\). The apparent depth at 0.1 MV/cm is \(0.600-0.080=0.520\) eV. In this one-exit classical model, the zero-field depth is recovered by adding \(\Delta\) for the field present during emission, which can differ from the field during the preceding off-state. With the directional estimate, the shift is instead \(\Delta\,d\ln G/d\gamma\), or 0.058 eV at 0.1 MV/cm, so adding the full \(\Delta\) would overstate the depth. For a real trap, \(T\) on the left is replaced by the temperature dependence of its own prefactor.

Errors in the field enter through \(\gamma\propto\sqrt F\):
\begin{equation}
d\ln e=d\gamma=\frac\gamma2\,\frac{dF}{F}.
\end{equation}
At 0.1 MV/cm, \(\gamma/2\simeq1.5\), so a 10\% error in the field changes the one-exit rate by about 15\%; with the directional estimate the factor \(d\ln G/d\gamma=0.73\) reduces this to about 11\%. Since \(\gamma\propto\varepsilon^{-1/2}\), a small relative error in permittivity has the same size of effect with opposite sign. If the field changes as the traps empty, \(e\) changes with time and the recovery is no longer a single exponential.

\section{Two cases that need another lowering}

A trap that is neutral when empty leaves no Coulomb tail. As a model, let its attraction be \(-V_0e^{-x/b}\), with depth \(V_0\) and range \(b\). The condition \((V_0/b)e^{-x/b}=qF\) places the barrier top at \(x_s=bL\), where \(L=\ln[V_0/(bqF)]>0\). There the attraction contributes \(V_0e^{-x_s/b}=qFb\), so the lowering is
\begin{equation}
\Delta_s=qFb+qFx_s=qFb(1+L).
\end{equation}
Because \(dL/d\ln F=-1\), the local power of the field is
\begin{equation}
\frac{d\ln\Delta_s}{d\ln F}=1-\frac1{1+L}=\frac L{1+L}.
\end{equation}
For \(V_0=1\) eV, \(b=0.5\) nm and 0.1 MV/cm, \(L=\ln200=5.3\) and the power is 0.84, against 0.50 for the Coulomb trap. These numbers illustrate only how the barrier top responds to the field: a spherical well of this depth and range would be slightly too shallow to bind an electron of effective mass 0.2 electron masses. Equation~\eqref{eq:delta} should therefore not be assigned to a trap before its charge state is known.

The second case is an electron leaving a metal contact. At distance \(x\) from the surface it is attracted by an image charge \(+q\) at separation \(2x\). The force is \(q^2/[4\pi\varepsilon(2x)^2]=A/(4x^2)\), and the energy is \(-A/(4x)\). Replacing \(A\) by \(A/4\) in \(2\sqrt{AqF}\) halves the lowering, to 0.040 eV at 0.1 MV/cm. This is the Schottky lowering. The trap value is twice as large because its positive charge stays fixed while the electron moves away, whereas the image recedes with the electron.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity: 9.0
effective mass: 0.20 electron masses
trap depth: 0.600 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
Coulomb strength A: 0.1600 eV nm
beta: 0.2530 eV (MV/cm)^(-1/2)
beta in SI field: 2.5298e-05 eV (V/m)^(-1/2)
slope beta/kT: 9.786 (MV/cm)^(-1/2)
model prefactor kT/h: 6.2510e+12 1/s
zero-field rate, one exit: 520.47 1/s
zero-field emission time: 1.9214 ms
field 0.01 MV/cm: barrier position 12.649 nm, lowering 0.0253 eV
  lowering/kT 0.979, enhancement 2.661, emission time 0.7221 ms
  ray-averaged enhancement 1.485, WKB added/classical flux 0.049
field 0.05 MV/cm: barrier position 5.657 nm, lowering 0.0566 eV
  lowering/kT 2.188, enhancement 8.919, emission time 0.2154 ms
  ray-averaged enhancement 2.922, WKB added/classical flux 0.184
field 0.10 MV/cm: barrier position 4.000 nm, lowering 0.0800 eV
  lowering/kT 3.095, enhancement 22.08, emission time 0.08703 ms
  ray-averaged enhancement 5.433, WKB added/classical flux 0.349
field 0.20 MV/cm: barrier position 2.828 nm, lowering 0.1131 eV
  lowering/kT 4.376, enhancement 79.54, emission time 0.02416 ms
  ray-averaged enhancement 14.57, WKB added/classical flux 0.747
field 0.40 MV/cm: barrier position 2.000 nm, lowering 0.1600 eV
  lowering/kT 6.189, enhancement 487.4, emission time 0.003942 ms
  ray-averaged enhancement 66.55, WKB added/classical flux 2.216
Arrhenius depth at 0.10 MV/cm: 0.5200 eV
image-charge lowering at 0.10 MV/cm: 0.0400 eV
short-range well: depth 1.0 eV, range 0.5 nm
local power of field, Coulomb trap: 0.500
local power of field, short-range well: 0.841
barrier quantum at 0.10 MV/cm: 0.0436 eV
2 pi kT: 0.1624 eV
tunnelling-limit field: 0.577 MV/cm
field for lowering = depth: 5.625 MV/cm
\end{verbatim}
